\section*{Thermal Strain of a Relaxed Germanium Film on Thick Silicon}

\section{The problem}

A germanium film, 1~$\mu$m thick, lies on a (001) silicon wafer 725~$\mu$m thick. At $T_r=700\,^\circ$C the film is fully relaxed: dislocations at the interface have removed the lattice mismatch, and the film has no in-plane strain. The film and wafer are then cooled together to $T_0=25\,^\circ$C. The film stays bonded, and no dislocation moves during cooling. Its lateral extent is much larger than its thickness, and the temperature is uniform at every moment.

The linear expansion coefficients are supplied below. They are rounded, rough typical values, and straight lines are to be drawn between the entries. Each is an instantaneous coefficient,
\begin{equation}
\alpha(T)=\frac{1}{L}\frac{dL}{dT},
\label{alpha}
\end{equation}
where $L$ is the length of a free piece of the material.

\begin{center}
\begin{tabular}{cccc}
$T$ ($^\circ$C) & $\alpha_{\rm Ge}$ & $\alpha_{\rm Si}$ & $\Delta\alpha$ \\
\hline
25 & 5.9 & 2.6 & 3.3\\
100 & 6.2 & 3.1 & 3.1\\
200 & 6.6 & 3.5 & 3.1\\
300 & 6.9 & 3.8 & 3.1\\
400 & 7.2 & 4.0 & 3.2\\
500 & 7.5 & 4.1 & 3.4\\
600 & 7.8 & 4.2 & 3.6\\
700 & 8.0 & 4.3 & 3.7
\end{tabular}

(coefficients in $10^{-6}$~K$^{-1}$; $\Delta\alpha=\alpha_{\rm Ge}-\alpha_{\rm Si}$)
\end{center}

Find the in-plane strain of the film at 25~$^\circ$C, with its sign. Strain is measured relative to free germanium at the same temperature, and tension is positive. Then decide whether the wafer may be treated as infinitely thick.

\section{A tempting solution}

At room temperature germanium contracts more than silicon by $3.3\times10^{-6}$ per kelvin of cooling. The temperature falls by $700-25=675$~K, so germanium contracts more by
\begin{equation}
3.3\times10^{-6}\times 675=2227.5\times10^{-6}\approx 0.22\,\% .
\label{wrong}
\end{equation}
A material that has contracted is shorter than before, and a negative change of length is a compression. The film is therefore under a compressive strain of $-0.22\,\%$.

\section{Where it fails}

There are two faults. The first gives the wrong sign. The second happens to do little harm to the magnitude here, which makes it harder to notice.

The first fault is to treat a change of length as an elastic strain. A free bar that cools gets shorter, but it is not compressed: its atoms sit at the spacing they prefer at the new temperature, and it carries no stress. Elastic strain compares the actual length with the length that the same material would have if it were free \emph{at the same temperature}. It does not compare the length now with the length before cooling.

An imagined substrate that does not expand at all makes this plain. A film bonded to it keeps its length on cooling, so its change of length is zero. Free germanium would have become shorter. The film is thus longer than it would like to be, which means that it is stretched. Silicon does contract, but less than germanium, so the film on silicon is stretched too, by a smaller amount. The greater contraction in equation~(\ref{wrong}) is what free germanium \emph{would} do and the bonded film is prevented from doing.

The second fault is to use the room-temperature coefficients over the whole range. The table shows that $\alpha_{\rm Ge}$ rises from 5.9 to 8.0 and $\alpha_{\rm Si}$ from 2.6 to 4.3, in units of $10^{-6}$~K$^{-1}$. The coefficients must be integrated. How much this matters can be judged once the integral is known.

\section{The correct strain}

\subsection{From coefficients to lengths}

Equation~(\ref{alpha}) can be written $dL/L=\alpha\,dT$. Integrating from the starting temperature $T_r$ to the final temperature $T_0$ gives
\begin{equation}
\ln\frac{L(T_0)}{L(T_r)}=\int_{T_r}^{T_0}\alpha\,dT=-\int_{T_0}^{T_r}\alpha\,dT .
\end{equation}
The minus sign comes from exchanging the limits, so that the last integral runs upward in temperature and is positive. With
\begin{equation}
I_{\rm Ge}=\int_{T_0}^{T_r}\alpha_{\rm Ge}\,dT,\qquad
I_{\rm Si}=\int_{T_0}^{T_r}\alpha_{\rm Si}\,dT,
\end{equation}
a free piece of either material shrinks by the factor $e^{-I_{\rm Ge}}$ or $e^{-I_{\rm Si}}$.

Mark a length $L_r$ on the wafer at 700~$^\circ$C, together with the film above it. Since the film is relaxed at that temperature, $L_r$ is also the length that this piece of germanium would have if it were free. After cooling, the wafer, taken as thick enough to ignore the film, has the length $L_re^{-I_{\rm Si}}$. The bonded film has the same length. The same germanium, if released, would have the length $L_re^{-I_{\rm Ge}}$. By the definition of strain,
\begin{align}
\varepsilon&=\frac{L_re^{-I_{\rm Si}}-L_re^{-I_{\rm Ge}}}{L_re^{-I_{\rm Ge}}}
=e^{I_{\rm Ge}-I_{\rm Si}}-1=e^{I}-1,
\label{exact}\\
I&=\int_{T_0}^{T_r}(\alpha_{\rm Ge}-\alpha_{\rm Si})\,dT .
\label{I}
\end{align}
The marked length cancels. No elastic constant appears, because the thick wafer dictates the length of the film whatever the film's stiffness. If the two materials expanded equally, $I$ and the strain would vanish, although both would still shrink. If the substrate expanded more than the film, $I$ would be negative and the film would be compressed.

Expanding the exponential for small $I$,
\begin{equation}
\varepsilon=I+\frac{I^2}{2}+\dots
\end{equation}
To leading order the strain is the integral itself.

\subsection{The integral}

Between neighbouring entries $\Delta\alpha$ is a straight line, and the area under a straight line is its mean height times its width. The trapezoid rule is therefore exact for the table as specified:
\begin{equation}
I=\sum_i\frac{\Delta\alpha_i+\Delta\alpha_{i+1}}{2}\,(T_{i+1}-T_i).
\end{equation}
Temperature differences are the same in kelvin and in degrees Celsius, so no conversion is needed. The first interval is 75~K wide and the other six are 100~K wide. In units of $10^{-6}$ the contributions are
\begin{align}
25\text{ to }100:&\quad \tfrac12(3.3+3.1)\times75=240,\nonumber\\
100\text{ to }200:&\quad \tfrac12(3.1+3.1)\times100=310,\nonumber\\
200\text{ to }300:&\quad \tfrac12(3.1+3.1)\times100=310,\nonumber\\
300\text{ to }400:&\quad \tfrac12(3.1+3.2)\times100=315,\nonumber\\
400\text{ to }500:&\quad \tfrac12(3.2+3.4)\times100=330,\nonumber\\
500\text{ to }600:&\quad \tfrac12(3.4+3.6)\times100=350,\nonumber\\
600\text{ to }700:&\quad \tfrac12(3.6+3.7)\times100=365.\nonumber
\end{align}
Their sum is
\begin{equation}
I=2220\times10^{-6}.
\end{equation}
The second-order term is $I^2/2=2.46\times10^{-6}$, about one part in a thousand of $I$, and can be dropped. Keeping it for the moment, equation~(\ref{exact}) gives $0.2222\,\%$. Following the two lengths through cooling steps of 0.01~K, without using the exponential formula, gives the same $0.2222\,\%$. The data do not justify four digits, so the answer is
\begin{equation}
\varepsilon\approx+0.22\,\%\quad\text{(tension)}.
\end{equation}

\subsection{Why the shortcut came so close}

The constant-coefficient estimate was $2227.5\times10^{-6}$, which differs from the integral by only $7.5\times10^{-6}$. The two materials taken separately show that this is not because the coefficients are nearly constant:
\begin{center}
\begin{tabular}{lccc}
 & constant $\alpha$ & integral & shortfall\\
\hline
Ge & 3982.5 & 4763.8 & 781.3\\
Si & 1755.0 & 2543.8 & 788.8
\end{tabular}

(all in $10^{-6}$)
\end{center}
The shortcut underestimates the contraction of germanium by 16\,\% and that of silicon by 31\,\%, each relative to its integral. The two shortfalls are almost equal and cancel in the difference.

The same cancellation can be followed along the temperature axis. A constant $\Delta\alpha=3.3\times10^{-6}$~K$^{-1}$ would contribute 247.5 in the first interval and 330 in each of the others, in units of $10^{-6}$. The true contributions differ from these by
\begin{equation}
-7.5-20-20-15+0+20+35=-7.5 .
\end{equation}
Up to 400~$^\circ$C the true difference lies below its room-temperature value, and above 500~$^\circ$C it lies higher. The deficit and the excess nearly balance when the upper limit is 700~$^\circ$C.

With an upper limit of 400~$^\circ$C they do not. For a film relaxed at that temperature, the integral is $240+310+310+315=1175$, while the shortcut gives $3.3\times375=1237.5$, which is 5\,\% too large. The agreement at 700~$^\circ$C is a property of these data and this temperature, and it gives no licence to replace the integral by a product.

\section{Strain normal to the film and stress}

The surface of the film is free, so nothing pulls on it along the normal $z$. For a cubic crystal with a (001) surface and equal in-plane strains $\varepsilon$ along $x$ and $y$, the normal stress is
\begin{equation}
\sigma_{zz}=C_{11}\varepsilon_\perp+2C_{12}\varepsilon=0
\quad\Rightarrow\quad
\varepsilon_\perp=-\frac{2C_{12}}{C_{11}}\,\varepsilon .
\end{equation}
With the rough values $C_{11}=129$~GPa and $C_{12}=48$~GPa for germanium,
\begin{equation}
\varepsilon_\perp=-\frac{2\times48}{129}\times0.2222\,\%\approx-0.17\,\% .
\end{equation}
The film is stretched in its plane and thinned along its normal. The in-plane stress follows from the same elastic law:
\begin{align}
\sigma&=C_{11}\varepsilon+C_{12}\varepsilon+C_{12}\varepsilon_\perp\nonumber\\
&=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon\equiv M\varepsilon .
\end{align}
The second line results from inserting $\varepsilon_\perp$. The biaxial modulus of germanium is $M_f=141.3$~GPa, so $\sigma=141.3\times0.002222=0.31$~GPa, again tensile.

\section{Is the wafer thick enough?}

A film in tension pulls the wafer inward. The wafer yields a little, and this relieves part of the film strain. Let $h_f$ and $h_s$ be the thicknesses of film and wafer, and $M_s$ the biaxial modulus of silicon. The rough constants $C_{11}=166$~GPa and $C_{12}=64$~GPa give $M_s=180.7$~GPa.

The force per unit width in the film is its stress times its thickness, $F=M_fh_f\varepsilon$. The wafer carries the opposite force, which has two effects. Spread over the wafer thickness, it produces the uniform strain $-F/(M_sh_s)$. Because it acts at the top face, a distance $h_s/2$ from the midplane, it also exerts a bending moment $Fh_s/2$ per unit width. The bending stiffness per unit width is $M_sh_s^3/12$, so the curvature is
\begin{equation}
\kappa=\frac{Fh_s/2}{M_sh_s^3/12}=\frac{6F}{M_sh_s^2}.
\end{equation}
Bending shortens the top face by the strain $\kappa h_s/2=3F/(M_sh_s)$. The total strain of the top face, to which the film is bonded, is
\begin{equation}
-\frac{F}{M_sh_s}-\frac{3F}{M_sh_s}=-4r\varepsilon,
\qquad r=\frac{M_fh_f}{M_sh_s}.
\end{equation}
The film strain is therefore $\varepsilon(1-4r)$ to first order in $h_f/h_s$. Three quarters of the loss come from bending. For this film,
\begin{equation}
r=\frac{141.3\times1}{180.7\times725}=1.08\times10^{-3},
\end{equation}
and the strain falls by $4r\varepsilon=0.00096\,\%$, or 0.4\,\% of its value. A two-layer calculation that minimizes the elastic energy of stretching and bending, without assuming a thin film, gives the same loss of $0.00096\,\%$. For the film strain, the wafer may be treated as infinitely thick. For its flatness it may not: the curvature $\kappa$ is about $0.020$~m$^{-1}$, a radius of about 50~m, so a wafer of diameter $d=200$~mm that was flat at 700~$^\circ$C bows by $\kappa d^2/8\approx0.1$~mm.

The opposite limit is easiest to see if the pair is held flat. The forces must balance, $M_fh_f\varepsilon_f+M_sh_s\varepsilon_s=0$, and the strains must differ by the thermal mismatch, $\varepsilon_f-\varepsilon_s=\varepsilon$. The first condition gives $\varepsilon_s=-r\varepsilon_f$, and the second then gives
\begin{equation}
\varepsilon_f=\frac{\varepsilon}{1+r}.
\end{equation}
For small $r$ this is $\varepsilon(1-r)$, the loss without its bending part. For a film much thicker than its substrate, $r$ is large and the film strain tends to zero: the germanium then sets the length, and the silicon is compressed.

\section{What became of the lattice mismatch?}

With rough lattice constants of 0.543~nm for silicon and 0.566~nm for germanium, a germanium film forced to match silicon at room temperature would have the strain $(0.543-0.566)/0.566\approx-4.1\,\%$, where the rounding of the lattice constants leaves the last digit uncertain. This strain is far larger than the thermal strain and has the opposite sign. It is absent from equation~(\ref{exact}) only because relaxation at 700~$^\circ$C was assumed to be complete.

Suppose that a strain $\varepsilon_r$ remains at 700~$^\circ$C. The marked piece of film, of length $L_r$, would then have the free length $L_r/(1+\varepsilon_r)$ at that temperature. Repeating the comparison of lengths at 25~$^\circ$C,
\begin{equation}
\varepsilon=\frac{L_re^{-I_{\rm Si}}}{L_re^{-I_{\rm Ge}}/(1+\varepsilon_r)}-1
=(1+\varepsilon_r)e^{I}-1 .
\label{res}
\end{equation}
For small strains this is the sum $\varepsilon_r+I$.

A film with no dislocations at all provides a check. At 700~$^\circ$C it has $1+\varepsilon_r=a_{\rm Si}(T_r)/a_{\rm Ge}(T_r)$. Each lattice constant at $T_r$ is its value at $T_0$ times $e^{I_{\rm Si}}$ or $e^{I_{\rm Ge}}$, so $1+\varepsilon_r=e^{-I}a_{\rm Si}(T_0)/a_{\rm Ge}(T_0)$. Equation~(\ref{res}) then gives $\varepsilon=a_{\rm Si}(T_0)/a_{\rm Ge}(T_0)-1$, the room-temperature mismatch, with no separate thermal term. This is as it should be, since such a film matches silicon atom by atom at every temperature. The thermal strain adds to the residual strain at $T_r$, not to the room-temperature mismatch.

A small residue already matters. If one percent of the mismatch survives, $\varepsilon_r\approx-0.041\,\%$ and the final strain drops from 0.22\,\% to 0.18\,\%. (The room-temperature mismatch serves here to set the size; its magnitude at 700~$^\circ$C is larger by about 0.2 percentage points, which changes the residue by about 0.002 percentage points.)

\section{How far to trust the number}

Each table entry is rounded to $0.1\times10^{-6}$~K$^{-1}$ and may be off by half of that. In the worst case all germanium entries are off in one direction and all silicon entries in the other, and $I$ changes by $2\times0.05\times10^{-6}\times675=67.5\times10^{-6}$, or about 0.007\,\% strain. An error of 2\,\% in each whole curve, again in opposite senses, changes $I$ by
\begin{equation}
0.02\times(4763.8+2543.8)\times10^{-6}=146\times10^{-6},
\end{equation}
or 0.015\,\% strain. This is 7\,\% of the result, although each curve is off by only 2\,\%, because the strain is the difference of two larger contractions. The 2\,\% is an illustration and not a bound: published curves for germanium can differ from this table by a few percent, and a germanium curve higher by 3\,\% alone adds about 0.014 percentage points.

The way the points are joined matters less. A smooth curve through the same values of $\Delta\alpha$ lowers $I$ by about 1 to $3\times10^{-6}$, depending on the kind of interpolant and its end conditions; a cubic spline with not-a-knot ends gives $2.8\times10^{-6}$. Keeping only the entries at 25, 200, 400, 600 and 700~$^\circ$C, joined by straight lines, raises it by $15\times10^{-6}$, which is 0.7\,\%.

The temperature of use also enters. A device working at 85~$^\circ$C has recovered part of the contraction. There $\Delta\alpha$ is $3.3-0.2\times60/75=3.14$ in units of $10^{-6}$~K$^{-1}$, so the part of the integral between 25 and 85~$^\circ$C is $\tfrac12(3.3+3.14)\times60=193$ in units of $10^{-6}$. Removing it leaves a strain of 0.203\,\%.

Germanium films about a micrometre thick on standard silicon wafers are a real basis for photodetectors, and the tension found in them after high-temperature processing is roughly 0.2\,\%. The model's 0.22\,\% is of that size, and its parameters are ordinary ones for such films. One assumption open to doubt is that relaxation is complete at 700~$^\circ$C and then stops at once. Equilibrium does not enforce this: a Matthews--Blakeslee estimate puts the critical thickness for dislocation glide at 0.22\,\% strain near 60~nm, and a 1~$\mu$m film passes its critical strain, about 0.02\,\%, within roughly the first 60~K of cooling. The full thermal strain survives only if glide is too slow to act during cooling. If dislocations keep the film strain-free down to 600~$^\circ$C, the last contribution of $365\times10^{-6}$ is lost and the strain is 0.186\,\%. This shift and the one from a one-percent residue both lower the tensile strain by about 0.04 percentage points, more than the data errors considered above. Devices etched into narrow strips also break the assumption of a wide film: a free side wall carries no normal stress, so the film can contract across the strip near it, and equal strains in both in-plane directions are found only far from such edges, which means tens of film thicknesses: at the centre of a germanium strip on thick silicon with edges along a cube axis, the strain across the strip is about 0.3 of the wide-film value for a width of 4 film thicknesses, 0.87 for 20 and 0.98 for 100. Along a strip much longer than it is wide and thick, the wafer still sets the length, and away from the ends the strain in that direction stays close to the wide-film value.

The numerical output lists the inputs, the interval contributions and the sizes of the main corrections.

\section*{Values computed for the example and the checks}
\begin{verbatim}
T (C) | alpha_Ge | alpha_Si | difference (1e-6/K)
   25 | 5.9 | 2.6 | 3.3
  100 | 6.2 | 3.1 | 3.1
  200 | 6.6 | 3.5 | 3.1
  300 | 6.9 | 3.8 | 3.1
  400 | 7.2 | 4.0 | 3.2
  500 | 7.5 | 4.1 | 3.4
  600 | 7.8 | 4.2 | 3.6
  700 | 8.0 | 4.3 | 3.7
Interval (C): contribution to I (1e-6)
25 to 100: 240.0
100 to 200: 310.0
200 to 300: 310.0
300 to 400: 315.0
400 to 500: 330.0
500 to 600: 350.0
600 to 700: 365.0
Integral for Ge alone: 4763.8 e-6
Integral for Si alone: 2543.8 e-6
I, integral of difference: 2220.0 e-6
Second-order term I^2/2: 2.46 e-6
In-plane strain exp(I)-1: 0.2222 %
Strain from stepwise cooling: 0.2222 %
Room-temperature alpha only, Ge: 3982.5 e-6
Room-temperature alpha only, Si: 1755.0 e-6
Room-temperature alpha only, I: 2227.5 e-6
Ge C11, C12: 129, 48 GPa
Si C11, C12: 166, 64 GPa
Biaxial modulus Ge, Si: 141.3, 180.7 GPa
Out-of-plane strain: -0.1654 %
In-plane stress: 0.314 GPa
Film, wafer thickness: 1, 725 um
Stiffness ratio r: 1.079e-03
Strain loss 4 r strain: 0.00096 %
Strain loss, full two-layer: 0.00096 %
Spline minus trapezoid I: -2.76 e-6
Coarser table (25,200,400,600,700 C) shift: 15.0 e-6
Table rounding, worst case: +/-0.0067 % strain
2 % opposite curve errors: +/-0.0146 % strain
Strain if relaxed down to 600 C: 0.1857 %
Lattice constants Ge, Si: 0.566, 0.543 nm
Lattice misfit strain of Ge on Si: -4.06 %
1 % of misfit left at 700 C: -0.0406 %
Final strain with that residue: 0.1815 %
Strain at 85 C operation: 0.2029 %
\end{verbatim}
